# Heat exchange among coupled fluctuating dipoles, with neighbour-assisted transfer

Two silicon-carbide-like spheres of radius 20 nm, with centres 160 nm apart, are held at 400 K and 300 K. In the dipole model below, the hot sphere delivers a net $1.01\times10^7$ eV/s to the cold one. A third identical sphere placed midway raises this exchange to $7.41\times10^7$ eV/s, a factor of 7.3. The temperature of the third sphere does not enter that number. What it contributes is a path for the field, and the size of the effect follows from a trace formula that can be reached in two ways.

## The dipole equations

Atomic units are used in the algebra, with $4\pi\epsilon_0=\hbar=k_B=1$, time factor $e^{-i\omega t}$ and $k=\omega/c$. Particle $i$ sits at $\mathbf r_i$ in vacuum, is small compared with the gaps and the wavelength, and has one temperature $T_i$. The surrounding radiation has temperature $T_b$. Write $n_i=1/(e^{\omega/T_i}-1)$.

A dipole $\mathbf p$ produces potentials built from $h=e^{ikr}/r$: the scalar potential $\phi=-\mathbf p\cdot\nabla h$ and, in the Gaussian convention, the vector potential $\mathbf A=-ik\mathbf p h$. Its field is $-\nabla\phi+ik\mathbf A=(k^2+\nabla\nabla)h\,\mathbf p$. Differentiating, with $\mathbf n=\mathbf r/r$,

$$G(\mathbf r)=\frac{e^{ikr}}r\Big[\Big(k^2+\frac{ik}r-\frac1{r^2}\Big)\mathbf 1+\Big(-k^2-\frac{3ik}r+\frac3{r^2}\Big)\mathbf{nn}\Big].$$

Collect these $3\times3$ blocks in a matrix $G$. Its imaginary part follows from $\sin(kr)/r=(k/4\pi)\int d\Omega\,e^{ik\mathbf n\cdot\mathbf r}$, on which $\nabla\nabla$ acts as $-k^2\mathbf{nn}$:

$$\Gamma_{ij}\equiv\Big(\frac{G-G^\dagger}{2i}\Big)_{ij}=\frac{k^3}{4\pi}\int d\Omega\,(\mathbf 1-\mathbf{nn})e^{ik\mathbf n\cdot(\mathbf r_i-\mathbf r_j)}.$$

Hence $\Gamma$ has no negative eigenvalue. For $i=j$ the integral gives $2k^3/3$, which is radiation reaction. The divergent real self-field is absorbed into the particle's response, so $G_{ii}=(2i/3)k^3\mathbf 1$.

The intrinsic polarizability $\alpha$ is block diagonal and excludes radiation reaction. It may be anisotropic or non-reciprocal. With thermal source dipoles $p^f$ and incoming field $E^0$,

$$p=p^f+\alpha E,\qquad E=E^0+Gp.$$

Inserting the first equation in the second gives $(1-G\alpha)E=E^0+Gp^f$, so

$$E=SE^0+Dp^f,\quad S=(1-G\alpha)^{-1},\quad D=SG.$$

$D$ is the dressed Green matrix: it contains all repeated scattering between these dipoles. The absorption matrix of particle $i$ is $\chi_i=(\alpha_i-\alpha_i^\dagger)/2i$, assumed non-negative (a passive particle).

The result to be shown is the net power absorbed by particle $i$:

$$P_i=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\Big[\sum_{j\ne i}\mathcal T_{ij}(n_j-n_i)+\mathcal T_{ib}(n_b-n_i)\Big],$$

$$\mathcal T_{ij}=4\,\mathrm{Tr}[\chi_iD_{ij}\chi_jD_{ij}^\dagger],\quad \mathcal T_{ib}=4\,\mathrm{Tr}[\chi_i(S\Gamma S^\dagger)_{ii}].$$

## First derivation: fluctuations and work

The first route takes the fluctuation-dissipation theorem as its thermal input. Spectra are defined by $\langle x(\omega)y^\dagger(\omega')\rangle=2\pi\delta(\omega-\omega')\langle xy^\dagger\rangle_\omega$, with symmetrized ordering. Local equilibrium in each particle, and equilibrium of the incoming radiation, give

$$\langle p_i^fp_i^{f\dagger}\rangle_\omega=2(n_i+\tfrac12)\chi_i,\qquad \langle E^0E^{0\dagger}\rangle_\omega=2(n_b+\tfrac12)\Gamma.$$

Sources in different bodies are independent.

The field does work $\langle\dot{\mathbf p}_i\cdot\mathbf E_i\rangle$ on particle $i$. Since $\dot p\to-i\omega p$ and the real part is even in $\omega$, the two-sided frequency integral is twice the positive half:

$$P_i=2\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathrm{Im\,Tr}\langle p_iE_i^\dagger\rangle_\omega.$$

Put $p_i=p_i^f+\alpha_iE_i$. The induced part involves the Hermitian matrix $\langle E_iE_i^\dagger\rangle$, so only the anti-Hermitian part of $\alpha_i$ survives:

$$2\,\mathrm{Im\,Tr}[\alpha_i\langle E_iE_i^\dagger\rangle]=2\,\mathrm{Tr}[\chi_i\langle E_iE_i^\dagger\rangle].$$

The field covariance is

$$\langle E_iE_i^\dagger\rangle=\sum_j2(n_j+\tfrac12)D_{ij}\chi_jD_{ij}^\dagger+2(n_b+\tfrac12)(S\Gamma S^\dagger)_{ii}.$$

The two factors of 2 make the 4 in $\mathcal T$. The induced part is thus $\sum_j(n_j+\frac12)\mathcal T_{ij}+(n_b+\frac12)\mathcal T_{ib}$, where the sum includes $j=i$.

The source part correlates $p_i^f$ with the field it causes at its own site:

$$2\,\mathrm{Im\,Tr}\langle p_i^fE_i^\dagger\rangle=4(n_i+\tfrac12)\,\mathrm{Im\,Tr}[\chi_iD_{ii}^\dagger]=-4(n_i+\tfrac12)\mathrm{Tr}\Big[\chi_i\frac{(D-D^\dagger)_{ii}}{2i}\Big].$$

The minus sign marks emission. To compare it with absorption, multiply $D=SG$ by $S^{-1}$ on the left and $(S^\dagger)^{-1}=1-\alpha^\dagger G^\dagger$ on the right. This gives

$$D=S(G-G\alpha^\dagger G^\dagger)S^\dagger,\qquad D^\dagger=S(G^\dagger-G\alpha G^\dagger)S^\dagger.$$

Subtract, divide by $2i$ and use $SG=D$:

$$\frac{D-D^\dagger}{2i}=D\chi D^\dagger+S\Gamma S^\dagger.$$

Its $ii$ block turns the emission term into $-(n_i+\frac12)[\sum_j\mathcal T_{ij}+\mathcal T_{ib}]$. Added to the induced part, the terms with $j=i$ cancel, every $\frac12$ cancels, and the stated formula remains. Reciprocity was not used.

## Second derivation: counting thermal channels

The second route does not assume the source spectra. It represents the loss of each particle by incoming and outgoing waves in three internal channels. The amplitudes $a_i$ and $b_i$ are normalized so that $\omega b_i^\dagger b_i$ is outgoing power per frequency interval $d\omega/2\pi$. Outgoing here means travelling into the particle's heat reservoir.

A one-dimensional channel of length $L$ and wave speed $v$ has $L\,d\omega/(2\pi v)$ modes in one direction. Each carries energy $\omega(n+\frac12)$ past a point at rate $v/L$. The incoming power is $\omega(n+\frac12)d\omega/2\pi$, so $\langle a_ia_i^\dagger\rangle=(n_i+\frac12)\mathbf 1$.

Linearity permits $p_i=\alpha_iE_i+\kappa_ia_i$ and $b_i=a_i+V_iE_i$, with the basis of the outgoing channels chosen so that $b_i=a_i$ without a field. Energy conservation requires $2\,\mathrm{Im}(E_i^\dagger p_i)=b_i^\dagger b_i-a_i^\dagger a_i$. Written out, dropping the index,

$$2E^\dagger\chi E-i(E^\dagger\kappa a-a^\dagger\kappa^\dagger E)=E^\dagger V^\dagger VE+E^\dagger V^\dagger a+a^\dagger VE.$$

This holds for any $E$ and $a$, so $V^\dagger V=2\chi$ and $\kappa=iV^\dagger$. Choose $V=\sqrt{2\chi}$:

$$p=\alpha E+i\sqrt{2\chi}\,a,\qquad b=a+\sqrt{2\chi}\,E.$$

The source $i\sqrt{2\chi}\,a$ has covariance $2(n+\frac12)\chi$. The spectrum assumed in the first route has now been obtained from channel counting.

Radiation is treated likewise. Let $E^0=Y^\dagger a_b$ and $b_b=a_b+iZp$. The particles give the radiation the quantum flux

$$-2\,\mathrm{Im}(E^\dagger p)=2p^\dagger\Gamma p-2\,\mathrm{Im}(E^{0\dagger}p),$$

because $E=Gp+E^0$. On the channel side, $b_b^\dagger b_b-a_b^\dagger a_b=p^\dagger Z^\dagger Zp-2\,\mathrm{Im}(a_b^\dagger Zp)$. Equality gives $Z=Y$ and $Y^\dagger Y=2\Gamma$. With $N$ particles, $3N$ combinations of plane waves suffice and $Y=\sqrt{2\Gamma}$; the other waves do not couple to the dipoles.

Now insert $p^f=i\sqrt{2\chi}\,a$ and $E^0=\sqrt{2\Gamma}\,a_b$ into $E=SE^0+Dp^f$, and $E$ into $b$. The amplitudes from the incoming channels to those of particle $i$ are

$$s_{ij}=\delta_{ij}\mathbf 1+2i\sqrt{\chi_i}D_{ij}\sqrt{\chi_j},\qquad s_{ib}=2\sqrt{\chi_i}(S\sqrt\Gamma)_i.$$

For $i\ne j$, $\mathrm{Tr}[s_{ij}s_{ij}^\dagger]=4\mathrm{Tr}[\chi_iD_{ij}\chi_jD_{ij}^\dagger]=\mathcal T_{ij}$. Likewise $\mathrm{Tr}[s_{ib}s_{ib}^\dagger]=\mathcal T_{ib}$.

Flux is conserved at each particle and in the radiation, so the full matrix obeys $s^\dagger s=1$. It is square and finite, hence $ss^\dagger=1$ too. The trace of its $ii$ block is

$$\mathrm{Tr}[s_{ii}s_{ii}^\dagger]+\sum_{j\ne i}\mathcal T_{ij}+\mathcal T_{ib}=3.$$

The power spectrum into particle $i$ is $\omega$ times outgoing minus incoming flux:

$$(n_i+\tfrac12)\big(\mathrm{Tr}[s_{ii}s_{ii}^\dagger]-3\big)+\sum_{j\ne i}(n_j+\tfrac12)\mathcal T_{ij}+(n_b+\tfrac12)\mathcal T_{ib}.$$

Replacing the first bracket by $-\sum_{j\ne i}\mathcal T_{ij}-\mathcal T_{ib}$ gives the same result. It also gives the bound $\mathcal T_{ij}\le3$: a dipole has three channels, and neighbours cannot add to them.

## What each derivation assumes

Both routes use the same linear dipole equations, steady state, independent reservoirs and local equilibrium. An error from replacing a sphere by a point dipole therefore affects both equally.

The first needs the fluctuation-dissipation theorem for the particles and the incoming radiation. Its energy balance then follows from a matrix identity. The second needs thermal occupation of channels and $\chi_i\ge0$, so that $\sqrt{\chi_i}$ exists as used. It obtains the source strengths and the upper bound from flux conservation. A particle with gain violates this form of the second route, and the thermal source spectrum of the first no longer applies.

If $\alpha=\alpha^T$, then $D_{ij}=D_{ji}^T$, and transposing the trace gives $\mathcal T_{ij}=\mathcal T_{ji}$. Each term is then a net pair exchange. Without reciprocity the total $P_i$ remains valid, but one term need not be the negative of its partner.

Some calculations put radiation reaction into the polarizability. With $\gamma=2k^3/3$ and $X=(1-i\gamma\alpha)^{-1}$, this is $a=\alpha X$ (here $a$ is a polarizability). If $F$ is the field from the other particles, then $p=Xp^f+aF$ and the total local field from a remote source is $XF$. The receiver matrix becomes $X^\dagger\chi X$ and the source matrix $X\chi X^\dagger$. From $a-a^\dagger=X^\dagger(\alpha-\alpha^\dagger+2i\gamma\alpha^\dagger\alpha)X$,

$$X^\dagger\chi X=\frac{a-a^\dagger}{2i}-\gamma a^\dagger a.$$

The subtraction removes scattered power from extinction. The source version has $aa^\dagger$ in place of $a^\dagger a$, and the dressed matrix must then omit self terms.

## Two particles: near and far

For isotropic particles a distance $R_{12}$ apart, with weak multiple scattering, $D_{21}\simeq G_{21}$. When $kR_{12}\ll1$, the axial element is $2/R_{12}^3$ and each transverse element is $-1/R_{12}^3$. The sum of squares is $6/R_{12}^6$, hence

$$\mathcal T_{21}\simeq\frac{24\chi_1\chi_2}{R_{12}^6}.$$

When $kR_{12}\gg1$, two transverse elements of magnitude $k^2/R_{12}$ remain, and $\mathcal T_{21}\simeq8k^4\chi_1\chi_2/R_{12}^2$. The near-field estimate for the example is $1.013\times10^7$ eV/s, against $1.012\times10^7$ eV/s from the full dipole formula.

## How a neighbour relays heat

Let $D^0$ be dressed by particles 1 and 2 only. A source in 1 drives particle 3 through

$$E_3=D^0_{31}p_1^f+D^0_{33}p_3,\qquad p_3=\alpha_3E_3.$$

Thus $p_3=t_3D^0_{31}p_1^f$, with $t_3=(\alpha_3^{-1}-D^0_{33})^{-1}$. Adding its field at particle 2 gives

$$D_{21}=D^0_{21}+D^0_{23}t_3D^0_{31}.$$

The squared amplitude contains a direct term, a relay term and their interference. In the example they are, in units of $10^7$ eV/s,

$$1.012+6.732-0.338=7.406$$

after rounding. The relay dominates.

The size can be traced in the static limit for three identical spheres with neighbour spacing $d$. Let $u=\alpha/d^3$, and let $g=2$ for axial and $g=-1$ for transverse dipoles. In units of $1/d^3$, neighbours couple with $g$ and the ends with $g/8$. The antisymmetric motion of the ends has coupling eigenvalue $-g/8$. The symmetric motion has $g/8$ and couples to the centre with $\sqrt2g$. Half the difference of the two responses gives

$$d^3D_{21}=\frac1{2u}\Big[\frac1{1-gu/8-2g^2u^2}-\frac1{1+gu/8}\Big]=\frac{(g/8)(1+8gu)}{(1+gu/8)(1-gu/8-2g^2u^2)}.$$

To lowest order the relay is $16u$ times the direct amplitude along the axis and $-8u$ across it. At the absorption peak, 0.1153 eV, $|u|=0.288$ and $u$ is nearly imaginary. The numerator then multiplies the squared amplitude by $1+4.6^2\approx22$ axially and $1+2.3^2\approx6.3$ transversely. The denominator reduces these by about 2.8 and 1.4. Axial motion has weight 4 and the two transverse motions weight 2, so the enhancement is

$$\frac{4(22/2.8)+2(6.3/1.4)}6\approx6.7.$$

The ratio of the computed peak transmissions is $0.214/0.0309=6.9$. Both peaks are far below the bound of 3.

Absorption by the relay is unnecessary. With the neighbour's damping set to zero and all else fixed, $\chi_3=0$ and hence $\mathcal T_{31}=0$, yet the exchange is 52 times the pair value.

A neighbour can also hinder transfer. Placed 60 nm behind the emitter, on the side away from the receiver, it reduces the exchange to 0.51 of the pair value. Its polarizability there gives $u'=18.4i(20/60)^3\approx0.68i$. Neglecting back-action from the distant receiver, the emitter's response is divided by $1-g^2u'^2$, or 2.86 for axial motion. The extra path through the neighbour multiplies the axial amplitude by $1+2u'(160/220)^3\approx1+0.52i$. The net axial transmission at the peak is thus about $1.27/2.86^2\approx0.16$ of its former value. The integrated loss is milder, since it includes transverse motion and other frequencies.

## Re-emission and the neighbour's temperature

The relay above carries heat originating in particle 1. A lossy neighbour also absorbs heat and emits it from its own fluctuations, through $\mathcal T_{31}$ and $\mathcal T_{23}$. If it floats with no other heat contact, its temperature follows from $P_3=0$. The surroundings are taken at 300 K, like the receiver.

For the midpoint neighbour this gives 357 K. By symmetry it couples equally to both ends, and the surroundings matter little, so near the narrow resonance $n_3\approx(n_1+n_2)/2$. The occupations at 0.1153 eV are about 0.0365 and 0.0117; their mean, 0.0241, corresponds to 357 K.

Re-emission then supplies $2.23\times10^8$ eV/s, three times the exchange that originates in particle 1. The receiver gains $2.97\times10^8$ eV/s in total, 29 times the isolated pair value. The factor of 7.3 is therefore the enhancement of one term, not of all heat reaching the receiver.

## The real case and its limits

The phonon energies, 0.098 and 0.12 eV, the high-frequency permittivity 6.7 and the damping 0.0006 eV are rough values in the regime of cubic silicon carbide. The main powers convert to $1.6\times10^{-12}$ W for the pair and $1.2\times10^{-11}$ W with the midpoint neighbour. Damping is uncertain, because defects and surfaces can broaden the resonance of a nanoparticle. With geometry and temperatures fixed, damping four times larger cuts the assisted exchange to $4.8\times10^6$ eV/s and the enhancement to 1.9. Near a resonance $\alpha\propto1/(\omega_0-\omega-i\Gamma_p/2)$, where $\Gamma_p$ is the damping, the pair integral of $\chi^2$ scales as $\Gamma_p^{-1}$. The lowest-order relay integral of $|\alpha|^2\chi^2$ scales as $\Gamma_p^{-3}$, so assistance is the more sensitive when the damping is raised. That power law needs $8|u|^2\ll1$. The example has $8|u|^2\approx0.66$, so its relay falls more slowly, and at smaller damping the enhancement stops growing: it is about 10 at half the damping and about 3 at one tenth. The model also gives all spheres the same resonance, independent of temperature. Differences in shape and thermal shifts of the phonon energies detune real particles, and the exchange falls noticeably once the emitter's detuning is comparable with the damping. Real particles also need supports, whose conduction is not included or sized here.

Other corrections are smaller for the exchange between particles 1 and 2 in the midpoint geometry. Static higher multipoles raise the pair exchange by 2.3% and the assisted exchange by 0.4%, relative to static dipoles. The re-emission term crosses the shorter 80 nm links, where point dipoles are less accurate: static multipoles raise it by about 18% and the receiver's total by about 14%. Retardation changes the latter by 0.2%. The finite-size error in the polarizability reaches about 0.2% of its peak magnitude over the energies sampled, and magnetic-dipole exchange is about $10^{-8}$ of the electric one in the weak-coupling estimate. The closer neighbour behind the emitter was not given a multipole correction.

Residual gas sets a vacuum requirement. Free nitrogen molecules strike unit area at rate $p_g/\sqrt{2\pi mk_BT}$, where $p_g$ is pressure. With complete thermal accommodation each removes $3k_B\Delta T$: two parts translation and one part rotation. At 0.15 Torr this loss from the emitter equals the assisted exchange. The loss is proportional to pressure, so keeping it to 1% of that exchange needs about $1.5\times10^{-3}$ Torr. The numerical output lists the remaining inputs and intermediate values.

## Calculated quantities

```
Sphere radius: 20.0 nm
Outer centre distance: 160.0 nm
Midpoint neighbour spacing: 80.0 nm
High-frequency permittivity: 6.70 (dimensionless)
Transverse phonon energy: 0.0980 eV
Longitudinal phonon energy: 0.1200 eV
Phonon damping: 0.00060 eV
Emitter temperature: 400.0 K
Receiver and surroundings temperature: 300.0 K
Sphere absorption peak: 0.11531 eV
Peak Im(alpha)/R^3: 18.408 (dimensionless)
Peak |alpha|/d^3: 0.2878 (dimensionless)
Axial relay coefficient: 16.000 (dimensionless)
Transverse relay coefficient: -8.000 (dimensionless)
Peak pair transmission: 0.03087 (dimensionless)
Peak assisted transmission: 0.21405 (dimensionless)
Pair exchange: 1.0116e+07 eV/s
Pair exchange, converted: 1.6207e-12 W
Weak-coupling pair estimate: 1.0126e+07 eV/s
Assisted exchange: 7.4055e+07 eV/s
Assisted exchange, converted: 1.1865e-11 W
Assisted/pair ratio: 7.3207 (dimensionless)
Relay contribution: 6.7322e+07 eV/s
Interference contribution: -3.3828e+06 eV/s
Lossless-neighbour/pair ratio: 52.0751 (dimensionless)
Distance of neighbour behind emitter: 60.0 nm
Behind-neighbour/pair ratio: 0.5121 (dimensionless)
Floating neighbour temperature: 356.94 K
Neighbour re-emission to receiver: 2.2290e+08 eV/s
Total receiver power, floating neighbour: 2.9696e+08 eV/s
Emitter loss to surroundings: 1.4545e+05 eV/s
Retarded/static assisted ratio: 1.00201 (dimensionless)
Multipole/dipole pair ratio: 1.02285 (dimensionless)
Multipole/dipole assisted ratio: 1.00378 (dimensionless)
Finite-size polarizability error: 0.2012 percent
Magnetic/electric weak exchange: 1.263e-08 (dimensionless)
Pair exchange at 2 times damping: 5.0731e+06 eV/s
Assisted exchange at 2 times damping: 1.8092e+07 eV/s
Assisted/pair at 2 times damping: 3.5662 (dimensionless)
Pair exchange at 4 times damping: 2.5389e+06 eV/s
Assisted exchange at 4 times damping: 4.7705e+06 eV/s
Assisted/pair at 4 times damping: 1.8789 (dimensionless)
N2 pressure where emitter gas loss equals assisted exchange: 1.4869e-01 Torr
Time-domain versus trace current error: 4.78e-13 (dimensionless)
```
